# The dipole per MoS2 cell behind a 0.5 eV interface step

## Question

I am working on an exercise about Schottky contacts to monolayer MoS2. It says that the electron potential energy changes by 0.5 eV across a metal–MoS2 interface, and asks for the normal dipole per MoS2 primitive cell, in debye, "using the Helmholtz relation".

I know that a double layer of charge makes a potential jump, but I can't turn that into a number. I am given neither the amount of charge nor the distance between the charges. I also don't know whether to use the permittivity of vacuum or of MoS2, and the choice changes my answer several times over. Finally, is the 0.5 eV the Schottky barrier itself? If not, what does the dipole tell me about the barrier?

## Answer

You need neither the charge nor the distance separately. The step fixes their product, which is the dipole. The permittivity is that of vacuum, provided "dipole" means the total dipole, with all screening included.

### What the step is

Let $z$ point from the metal towards the MoS2, and define

$$\Delta\phi=\phi(\text{MoS}_2\text{ side})-\phi(\text{metal side}).$$

An electron has charge $-e$, so its potential energy changes by $\Delta U=-e\,\Delta\phi$. A change of magnitude 0.5 eV therefore means $|\Delta\phi|=0.5$ V. The exercise gives no sign, so it fixes the size of the dipole but not its direction. I take $\Delta\phi>0$ below; the opposite case reverses the dipole.

One way to define the step is through work functions. Cover a clean metal with the MoS2 layer and compare the vacuum level outside before and after, relative to the Fermi level of the metal. If the new dipole raises the outside potential by $\Delta\phi$, it lowers the electron's vacuum level by $e\Delta\phi$, so

$$W_{\text{covered}}-W_{\text{bare}}=-e\,\Delta\phi .$$

The charge responsible is the rearrangement $\rho$: the charge density of the contact, minus that of the clean metal, minus that of the free MoS2 layer. Poisson's equation is linear, so the potentials subtract in the same way. A free, flat MoS2 monolayer has a mirror plane through its Mo atoms and hence no normal dipole of its own. The dipole we seek is thus the one created by making the contact.

### The Helmholtz relation from two sheets

Start with the simplest rearrangement: a sheet of charge $-\sigma$ per area at $z=0$ and a sheet $+\sigma$ at $z=d$, both very wide. By Gauss's law each sheet alone makes a field of magnitude $\sigma/2\varepsilon_0$ on either side. Outside the pair the two fields cancel. Between the sheets both point from the positive to the negative sheet, that is, towards $-z$:

$$E_z=-\frac{\sigma}{2\varepsilon_0}-\frac{\sigma}{2\varepsilon_0}=-\frac{\sigma}{\varepsilon_0}.$$

The potential difference is minus the integral of the field:

$$\Delta\phi=-\int_0^d E_z\,dz=\frac{\sigma d}{\varepsilon_0}.$$

One cell of area $A$ holds charges $\pm\sigma A$ a distance $d$ apart. Its dipole is $p=\sigma A d$, pointing from negative to positive charge. Replacing $\sigma d$ by $p/A$ gives

$$\boxed{\Delta\phi=\frac{p}{\varepsilon_0A}\qquad\Longleftrightarrow\qquad p=\varepsilon_0A\,\Delta\phi}$$

The potential is higher on the side the dipole points to, and the electron energy is lower there.

### Why the shape of the charge does not matter

Real interface charge is smeared out. Let $\bar\rho(z)$ be the rearranged charge density averaged over the plane of the interface. Choose planes $z_1$ and $z_2$ on either side, beyond all this charge. Assume that the layer is neutral and that no outside field crosses it, so $E_z(z_1)=E_z(z_2)=0$. Integrate by parts:

$$\Delta\phi=-\int_{z_1}^{z_2}E_z\,dz=-\big[zE_z\big]_{z_1}^{z_2}+\int_{z_1}^{z_2}z\,\frac{dE_z}{dz}\,dz .$$

The bracket vanishes because the field is zero at both planes. Gauss's law gives $dE_z/dz=\bar\rho/\varepsilon_0$, so

$$\Delta\phi=\frac1{\varepsilon_0}\int_{z_1}^{z_2}z\,\bar\rho(z)\,dz=\frac{p}{\varepsilon_0A}.$$

The integral is the dipole per area. Moving the origin of $z$ by $b$ would change it by $b\int\bar\rho\,dz$, which is zero for a neutral layer, so the dipole is well defined. Any two neutral profiles with the same dipole per area give the same step, whatever their thickness.

### The area and the number

MoS2 has a hexagonal lattice in the plane. Its primitive vectors have length $a$ and enclose 60°:

$$\mathbf a_1=a(1,0),\qquad \mathbf a_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right).$$

The cell area is the magnitude of their cross product,

$$A=\left|a\cdot\tfrac{\sqrt3}{2}a-0\cdot\tfrac12a\right|=\tfrac{\sqrt3}{2}a^2 .$$

The lattice constant of MoS2 is about 0.32 nm. With $a=0.316$ nm chosen as the input of this example,

$$A=0.8660\times(0.316\ \text{nm})^2=0.0865\ \text{nm}^2=8.65\times10^{-20}\ \text{m}^2 .$$

This cell contains one Mo and two S atoms, so the result is a dipole per formula unit, not per sulphur atom. Now insert the step:

$$p=(8.854\times10^{-12}\ \text{F/m})(8.65\times10^{-20}\ \text{m}^2)(0.5\ \text{V})=3.83\times10^{-31}\ \text{C m}.$$

The units work because a farad times a volt is a coulomb. One debye is $3.336\times10^{-30}$ C m, hence

$$p=\frac{3.83\times10^{-31}}{3.336\times10^{-30}}\ \text{D}=0.115\ \text{D}.$$

This is about 0.11 D per primitive cell. A step quoted to one digit as 0.5 eV could lie anywhere from 0.45 to 0.55 eV, which corresponds to 0.10 to 0.13 D.

The area matters as much as the step. If the same dipole sat in each cell of a hexagonal lattice with $a=0.40$ nm, the dipoles would be more dilute and the step would fall to

$$0.5\ \text{V}\times\left(\frac{0.316}{0.40}\right)^2=0.31\ \text{V}.$$

### How much charge is that?

Here you do need a distance. Suppose the charges sit 0.3 nm apart, a round value for an atomic-scale gap. Then

$$q=\frac pd=\frac{3.83\times10^{-31}\ \text{C m}}{3.0\times10^{-10}\ \text{m}}=1.28\times10^{-21}\ \text{C}\approx0.008\,e$$

per cell. Less than one hundredth of an electron per cell, moved across the gap, makes a step of half a volt. Divided by the cell area, this is $9.2\times10^{12}$ elementary charges per cm². Doubling $d$ at fixed step would halve $q$ and leave $p$ unchanged, so the step alone cannot tell you the charge transfer.

The field between the sheets is $0.5\ \text{V}/0.3\ \text{nm}=16.7$ MV/cm. That is large for a thick insulator, but here it extends over only 0.3 nm, and an electron crossing it gains or loses just 0.5 eV.

### Which permittivity?

Suppose the space between the sheets can polarize. Call the charge you place there by hand "free", with dipole $p_{\text{bare}}$ per cell. Its field points towards $-z$. The material polarizes along the field, so the induced dipole opposes the bare one. The step responds to their sum:

$$\Delta\phi=\frac{p_{\text{bare}}+p_{\text{ind}}}{\varepsilon_0A}=\frac{p}{\varepsilon_0A}.$$

For thin sheets with a uniform filling of relative permittivity $\varepsilon_r$, the field is $\varepsilon_r$ times weaker than in vacuum, which gives

$$\Delta\phi=\frac{p_{\text{bare}}}{\varepsilon_0\varepsilon_rA},\qquad p_{\text{bare}}=\varepsilon_r\,p .$$

Both formulas are right, but they yield different dipoles. The measured step knows about all charge, bound and free, so with $\varepsilon_0$ it gives the total dipole. That is what the exercise asks for. Using $\varepsilon_r$ gives the dipole that would exist if the surroundings did not respond, and it requires a local permittivity, which is a doubtful quantity across a few tenths of a nanometre.

A smooth example shows the size of the difference. Take two Gaussian charge sheets of standard deviation 0.03 nm, centred at $z=\pm0.15$ nm, in a filling with

$$\varepsilon_r(z)=1+3\exp\!\left[-\left(\frac{z}{0.25\ \text{nm}}\right)^6\right].$$

I solved Poisson's equation for this profile by finite differences and scaled the free charge until the step was 0.5 V. The bare dipole is then 0.45 D per cell, while the total is again 0.115 D. Their ratio is 3.96, slightly below the peak permittivity of 4. The reason follows from the displacement field $D_z=\varepsilon_0\varepsilon_rE_z$. Integration by parts, as above, gives

$$\frac{p_{\text{bare}}}{A}=-\int D_z\,dz,\qquad \frac pA=-\int\frac{D_z}{\varepsilon_r}\,dz .$$

Here $D_z$ has one sign throughout. The ratio is therefore a weighted harmonic mean of $\varepsilon_r(z)$, which must lie below the peak value because the filling thins out away from the centre.

### What the dipole says about the barrier

The 0.5 eV is not the Schottky barrier. Let $W_M$ be the work function of the bare metal and $\chi$ the electron affinity of MoS2. Measure energies from the vacuum level of the bare metal. The Fermi level is at $-W_M$. If the whole step lies between the metal and the MoS2 states, the conduction band edge is at $-\chi-e\Delta\phi$. The barrier for electrons is the difference:

$$\Phi_{Bn}=W_M-\chi-e\,\Delta\phi .$$

A dipole pointing from metal to MoS2 lowers this barrier, and the opposite dipole raises it. The formula assumes that contact leaves $\chi$ unchanged. If part of the rearranged charge lies inside or beyond the MoS2 layer, the shift of its bands need not equal the full step. The dipole derived from the full step remains correct, but the barrier shift is then not simply 0.5 eV.

The barrier is sensitive to small dipoles. A change of 0.01 D per cell changes the step by

$$\delta(\Delta\phi)=\frac{0.01\times3.336\times10^{-30}\ \text{C m}}{(8.854\times10^{-12}\ \text{F/m})(8.65\times10^{-20}\ \text{m}^2)}=44\ \text{mV}.$$

At 300 K the thermal energy is 25.9 meV. If the whole change enters the barrier and all else is fixed, the thermionic current changes by a factor $\exp(43.6/25.85)\approx5.4$. Current that tunnels through the barrier does not follow this factor.

### When the ideal sheet fails

**Close to the atoms.** The relation uses a potential averaged over the plane, but discrete charges also make it vary from place to place within the cell. In charge-free space, a component with in-plane wavevector $G$ obeys $\phi_G''=G^2\phi_G$, so it decays as $e^{-Gz}$. The shortest nonzero wavevector of the lattice is $G=4\pi/(\sqrt3a)=22.96$ nm⁻¹.

To find the amplitude, put a point charge $\pm q$ in each cell of each sheet, with the charges of one sheet directly above those of the other. Every Fourier component of the charge density of a sheet is then $\pm q/A$, and produces a potential $\pm(q/2\varepsilon_0AG)e^{-G|z|}$ at distance $|z|$. There are six shortest wavevectors. Their phase factors add to 6 directly above a charge and to $-3$ above the centre of a triangle of charges, a difference of 9. With $q/\varepsilon_0A=\Delta\phi/d$, the variation at a distance $\ell$ beyond the outer sheet is

$$\delta\phi\approx\frac{9\,\Delta\phi}{2Gd}\,e^{-G\ell}\left(1-e^{-Gd}\right).$$

The last factor is the partial cancellation by the farther sheet. For $\ell=d=0.3$ nm this is 0.33 mV, negligible beside 0.5 V. If the metal and MoS2 lattices do not match, the charge pattern can have a longer period. Its $G$ is smaller and the variation reaches farther out. The relation then gives the average dipole per MoS2 cell, not the dipole of each one.

**Small patches.** Consider an isolated disc of radius $R$ carrying the same dipole per area. At height $h$ on its axis, the potential of the dipoles is

$$\phi(h)=\frac{p/A}{4\pi\varepsilon_0}\int_0^R\frac{h\,2\pi s\,ds}{(s^2+h^2)^{3/2}}
=\frac{p}{2\varepsilon_0A}\left(1-\frac{h}{\sqrt{h^2+R^2}}\right).$$

It has the opposite sign at $-h$, so the difference between the two points is

$$\phi(h)-\phi(-h)=\frac{p}{\varepsilon_0A}\left(1-\frac{h}{\sqrt{h^2+R^2}}\right).$$

For $h\ll R$, with both points still outside the charged layer, the full step returns. With $R=100$ nm and $h=1$ nm it is 0.495 V, a loss of 1%. For $h\gg R$ the difference tends to zero: the patch then looks like a single small dipole, not a sheet.

**Strain and temperature.** At fixed step, $p$ is proportional to $a^2$. A biaxial strain of 1% changes it by 2%. With a rough linear expansion coefficient of $10^{-5}$ K⁻¹, heating by 100 K changes it by 0.2% through the area alone.

**An outside field.** This correction can exceed the numerical examples above, although a patch only a few nanometres across loses as much (24% for $R=4$ nm, $h=1$ nm). A gated transistor can break the assumption that no outside field crosses the interface. Take a gate oxide of relative permittivity 3.9 with a field of 1 MV/cm, and suppose that the MoS2 holds no screening charge. The displacement field is continuous, so the field in a vacuum gap is 3.9 MV/cm. Across 0.3 nm it adds

$$0.39\ \text{V/nm}\times0.3\ \text{nm}=0.117\ \text{V},$$

with either sign. This is 23% of the 0.5 V step, and it is an upper estimate for this oxide field. The drop is proportional to the width that behaves as vacuum. That width is smaller than the distance between the atomic planes, because the electrons of the metal and of the sulphur reach into the gap. For 0.1 nm the drop is 0.039 V, or 8%. Carriers in the MoS2 that screen the gate reduce it. A voltage applied across the contact can also add a drop in the gap, so the relation is best applied at zero bias.

### Beside a real contact

The lattice constant is typical of MoS2, and a step of some tenths of an electronvolt is a reasonable scale for a metal contact; the 0.5 eV itself is a given of the exercise, not a value for a particular metal. The 0.3 nm separation suits a weakly bound contact better than one where metal and sulphur form strong bonds, but the dipole found from a given interface step does not depend on it. It enters only the side estimates: the charge, the gap field, the variation close to the atoms, the filled-layer example and the gate-field drop. Real contacts also have defects and uneven bonding, so 0.11 D should be read as an area average. Under a gate, the unscreened drop across the gap estimated above could shift the inferred dipole by up to about 23% for those oxide and gap values. If the step is read beyond the MoS2, the gate field also adds a drop inside the layer. Subtract the whole contribution of the gate field from the step before applying $p=\varepsilon_0A\Delta\phi$.

Numerical values quoted here were computed with a short program.
